# Elastic energy of a fivefold-twinned wire as a wedge disclination

**Result.** A long solid cylinder of radius $R$, shear modulus $\mu$ and Poisson ratio $\nu$, with a wedge disclination of angle $\omega$ on its axis, stores the elastic energy per length

$$W=\frac{\mu\,\omega^2R^2}{16\pi(1-\nu)} .\qquad (1)$$

The medium is linear, elastic and isotropic, the side surface is free, the wire carries no axial force, and $\omega\ll1$ is in radians. Twin-boundary, surface and core energies are not part of $W$. Tensile stress is positive.

## 1. Where the angle comes from

A fivefold-twinned fcc wire consists of five crystals that share a $\langle110\rangle$ axis. Each is a wedge between two $\{111\}$ planes containing that axis. For the axis $[110]$, the planes $(1\bar11)$ and $(1\bar1\bar1)$ cut the cross-section along $[\bar112]$ and $[1\bar12]$. The angle between these lines has cosine

$$\frac{-1-1+4}{\sqrt6\,\sqrt6}=\frac13 ,$$

so each wedge spans $70.529^\circ$. Five unstrained wedges leave the gap

$$\omega=2\pi-5\arccos\tfrac13=7.356^\circ=0.12839\ \text{rad}.$$

The real wire has no gap, so the crystals must be strained to close it. The model spreads this closure evenly around the axis and ignores differences of crystal orientation.

## 2. The simplest case: a thin tube

Take first a tube of mean radius $R$ and wall thickness $h\ll R$, with a wedge $\omega$ missing. Closing it turns one end of the wall relative to the other by $\omega$. Spread over the length $2\pi R$, this is a change of curvature $\omega/(2\pi R)$.

A wall that cannot strain along the tube axis bends with the modulus $E/(1-\nu^2)$. Since $E=2\mu(1+\nu)$, this equals $2\mu/(1-\nu)$. The bending stiffness per axial length is

$$\frac{2\mu}{1-\nu}\,\frac{h^3}{12}=\frac{\mu h^3}{6(1-\nu)},$$

and the energy per axial length is

$$W_{\rm tube}=\frac12\,\frac{\mu h^3}{6(1-\nu)}\left(\frac{\omega}{2\pi R}\right)^2 2\pi R
=\frac{\mu\omega^2h^3}{24\pi(1-\nu)R}.\qquad (2)$$

The outside of the wall is stretched and the inside compressed. The general solution must reduce to (2) for a thin wall.

## 3. A wall of any thickness

**Strains.** Let the polar angle $\theta$ run once around the axis. To close the gap, the circumferential displacement must grow by $\omega r$ in one turn. With $k=\omega/2\pi$,

$$u_\theta=k\,r\,\theta,\qquad u_r=u(r),$$

$$\varepsilon_{rr}=u',\qquad \varepsilon_{\theta\theta}=\frac ur+\frac1r\frac{\partial u_\theta}{\partial\theta}=\frac ur+k .$$

The shear strain is zero, because $\partial u_\theta/\partial r-u_\theta/r=k\theta-k\theta=0$ and $u_r$ does not depend on $\theta$. The displacement jumps across the cut, but the strains do not: the cut leaves no mark in the closed body.

I set the axial strain to zero for now; Section 5 shows that this is the right choice.

**Equilibrium.** With the Lamé constant $\lambda=2\mu\nu/(1-2\nu)$, Hooke's law reads

$$\sigma_{rr}=(\lambda+2\mu)u'+\lambda\left(\frac ur+k\right),$$

$$\sigma_{\theta\theta}=\lambda u'+(\lambda+2\mu)\left(\frac ur+k\right).$$

Radial balance requires $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0$. The two parts are

$$\sigma_{rr}'=(\lambda+2\mu)u''+\lambda\left(\frac{u'}r-\frac u{r^2}\right),$$

$$\frac{\sigma_{rr}-\sigma_{\theta\theta}}r=2\mu\left(\frac{u'}r-\frac u{r^2}-\frac kr\right).$$

Their sum gives

$$(\lambda+2\mu)\left(u''+\frac{u'}r-\frac u{r^2}\right)=\frac{2\mu k}{r}.\qquad (3)$$

The homogeneous solutions are $r$ and $1/r$. For a particular solution try $u=\beta k\,r\ln(r/R)$, where $R$ is now the outer radius. The bracket in (3) becomes

$$\beta k\left[\frac1r+\frac{\ln(r/R)+1}{r}-\frac{\ln(r/R)}r\right]=\frac{2\beta k}r ,$$

so

$$\beta=\frac{\mu}{\lambda+2\mu}=\frac{1-2\nu}{2(1-\nu)} .$$

**Stresses.** Write $L=\ln(r/R)$. The particular solution has $u'=\beta k(L+1)$ and $u/r=\beta kL$. The coefficient of $L$ in both stresses is therefore

$$A=2(\lambda+\mu)\beta k=\frac{2\mu}{1-2\nu}\,\frac{1-2\nu}{2(1-\nu)}\,\frac{\omega}{2\pi}
=\frac{\mu\omega}{2\pi(1-\nu)} .\qquad (4)$$

The solution $u\propto r$ adds a constant to $\sigma_{rr}$, and $u\propto1/r$ adds a term in $1/r^2$. Making $\sigma_{rr}$ vanish at $r=R$ ties these two together:

$$\sigma_{rr}=A\left[L+B\left(1-\frac{R^2}{r^2}\right)\right].$$

Radial balance can be written $\sigma_{\theta\theta}=(r\sigma_{rr})'$, so

$$\sigma_{\theta\theta}=A\left[L+1+B\left(1+\frac{R^2}{r^2}\right)\right].$$

If the inner surface $r=a$ is also free, then with $\Lambda=\ln(R/a)$

$$-\Lambda+B\,\frac{a^2-R^2}{a^2}=0\quad\Rightarrow\quad B=-\frac{a^2\Lambda}{R^2-a^2}.$$

**Energy from the cut.** Close the gap gradually. When a fraction $\eta$ is closed, the traction on the cut faces is $\eta\,\sigma_{\theta\theta}$. The next step $d\eta$ moves the faces together by $\omega r\,d\eta$. Free surfaces do no work, and neither do the ends, which do not move axially. Since $\int_0^1\eta\,d\eta=\frac12$,

$$W=\frac\omega2\int_a^R\sigma_{\theta\theta}\,r\,dr .\qquad (5)$$

Insert $\sigma_{\theta\theta}=(r\sigma_{rr})'$ and integrate by parts. The boundary term $r^2\sigma_{rr}$ vanishes at both free surfaces, which leaves

$$\int_a^R\sigma_{\theta\theta}\,r\,dr=-\int_a^R\sigma_{rr}\,r\,dr .$$

The two integrals needed are

$$\int_a^R rL\,dr=-\frac{R^2-a^2}4+\frac{a^2\Lambda}2,$$

$$\int_a^R r\left(1-\frac{R^2}{r^2}\right)dr=\frac{R^2-a^2}2-R^2\Lambda .$$

With the value of $B$, the second contributes

$$-B\left(\frac{R^2-a^2}2-R^2\Lambda\right)=\frac{a^2\Lambda}2-\frac{a^2R^2\Lambda^2}{R^2-a^2}.$$

The terms linear in $\Lambda$ cancel, and

$$W_a=\frac{\mu\omega^2}{16\pi(1-\nu)}\left[R^2-a^2-\frac{4a^2R^2\ln^2(R/a)}{R^2-a^2}\right].\qquad (6)$$

**Thin-wall limit.** Set $x=\ln(R/a)$ and $\rho^2=aR$, so that $R^2-a^2=2\rho^2\sinh x$. The bracket in (6) becomes

$$2\rho^2\,\frac{\sinh^2x-x^2}{\sinh x}\;\approx\;2\rho^2\,\frac{x^4/3}{x}=\frac{2\rho^2x^3}{3}.$$

For a thin wall $x\approx h/R$ and $\rho\approx R$, so the bracket tends to $2h^3/(3R)$ and (6) becomes (2), including the numerical factor.

**Thick-wall test.** A numerical minimization of the radial elastic energy, with $\nu=0.37$ and $a/R=0.5$, $0.1$ and $0.012$, agrees with (6) to within one part in $10^7$.

## 4. The solid wire

As $a\to0$, the product $a^2\ln^2(R/a)$ goes to zero. The bracket in (6) tends to $R^2$, which is result (1). At any fixed $r>0$ the terms with $B$ also vanish (at the edge of the hole itself they do not), leaving

$$\sigma_{rr}=A\ln\frac rR,\qquad \sigma_{\theta\theta}=A\left(\ln\frac rR+1\right),\qquad(7)$$

$$\sigma_{zz}=\nu(\sigma_{rr}+\sigma_{\theta\theta})=\nu A\left(2\ln\frac rR+1\right).$$

The displacement is the particular solution plus $cr$. At $r=R$, using $(\lambda+2\mu)\beta=\mu$,

$$\sigma_{rr}(R)=\mu k+\lambda k+2(\lambda+\mu)c=0\quad\Rightarrow\quad c=-\frac k2 ,$$

$$u=kr\left[\frac{1-2\nu}{2(1-\nu)}\ln\frac rR-\frac12\right].\qquad (8)$$

The hoop stress is tensile outside $r=R/\mathrm e$, where $\mathrm e=2.718\ldots$, and compressive inside. This is the tube's bending pattern, now carried to the axis. Half the difference of the two in-plane stresses is $A/2$ at every radius. The stresses depend on $r/R$ alone, so a thicker wire has the same rim stress; its energy grows because more material is strained.

**Second route to the energy.** In plane strain the energy density is

$$w=\frac1{4\mu}\left[\sigma_{rr}^2+\sigma_{\theta\theta}^2-\nu(\sigma_{rr}+\sigma_{\theta\theta})^2\right].$$

From (7),

$$\sigma_{rr}^2+\sigma_{\theta\theta}^2=A^2(2L^2+2L+1),$$

$$(\sigma_{rr}+\sigma_{\theta\theta})^2=A^2(4L^2+4L+1).$$

The integrals of $r$, $rL$ and $rL^2$ from $0$ to $R$ are $R^2/2$, $-R^2/4$ and $R^2/4$. Each of the two expressions therefore integrates, with weight $r$, to $A^2R^2/2$. Hence

$$W=\frac{2\pi}{4\mu}\,(1-\nu)\,\frac{A^2R^2}2=\frac{\pi(1-\nu)A^2R^2}{4\mu}=\frac{\mu\omega^2R^2}{16\pi(1-\nu)} .$$

The stress diverges logarithmically at the axis, but its square is integrable, so the energy needs no cutoff. That does not make linear elasticity valid at the axis.

**Incompressible limit.** For $\nu\to\frac12$ the logarithm in (8) disappears, and the strains become uniform in size: $\varepsilon_{rr}=-k/2$ and $\varepsilon_{\theta\theta}=+k/2$. The volume does not change, so the pressure stores no energy. The density is

$$\mu(\varepsilon_{rr}^2+\varepsilon_{\theta\theta}^2)=\frac{\mu k^2}{2}.$$

Multiplied by $\pi R^2$, it gives $\mu\omega^2R^2/(8\pi)$, which is (1) at $\nu=\frac12$.

## 5. Axial strain, and the case of a thin disc

A free wire could lengthen or shorten. Whether it does depends on the axial force in the plane-strain solution. Radial balance gives

$$r(\sigma_{rr}+\sigma_{\theta\theta})=(r^2\sigma_{rr})' .$$

Integrated over the section, the right side vanishes because the surface is free. The average of $\sigma_{rr}+\sigma_{\theta\theta}$ is therefore zero, and so is that of $\sigma_{zz}=\nu(\sigma_{rr}+\sigma_{\theta\theta})$. There is no axial force to relax, and the isotropic wire keeps its length to first order in $\omega$. A two-dimensional numerical minimization at $\nu=0.37$, with the axial strain left free, gives an energy equal to (1) within one part in $10^7$ and an axial strain below $10^{-6}\omega$.

The axial stress is zero on average but not at each point. At a free end it must vanish everywhere, so the solution fails within a distance of order $R$ from the ends.

The opposite case is a disc much thinner than $R$ that stays flat. Then $\sigma_{zz}=0$ throughout, and the in-plane equations keep their form with $\lambda$ replaced by $\lambda^*=2\mu\nu/(1-\nu)$. The stress amplitude becomes

$$A_{\rm disc}=2\mu k\,\frac{\lambda^*+\mu}{\lambda^*+2\mu}=2\mu k\,\frac{1+\nu}{2}=\mu k(1+\nu).$$

Equation (5) is linear in this amplitude, so the energy per thickness is

$$W_{\rm disc}=\frac{\mu(1+\nu)\omega^2R^2}{16\pi}=(1-\nu^2)\,W .$$

The disc is softer because its faces are free to move. At $\nu=0$ there is no lateral coupling and the two energies agree.

## 6. Numbers for a metal wire

Take $R=25$ nm, $\mu=30$ GPa and $\nu=0.37$. These are rough values for a fivefold-twinned nanowire of a soft fcc metal. Equation (4) gives

$$A=\frac{30\ \text{GPa}\times0.12839}{2\pi\times0.63}=0.973\ \text{GPa}.$$

This is the hoop tension at the rim, and the hoop stress changes sign at $r=9.2$ nm. The energy is

$$W=\frac{\omega AR^2}8=\frac{0.12839\times0.973\times10^9\times(25\times10^{-9})^2}{8}\ \text{J/m},$$

$$W=9.76\ \text{nJ/m}=60.9\ \text{eV/nm}.$$

Divided by $\pi R^2$, this is a mean density of about $5.0$ MJ/m³.

From (8), the hoop strain at the rim is $k/2=\omega/(4\pi)=1.0\%$. At $r=0.3$ nm the solid-wire solution gives a radial strain of $-2.5\%$ and a radial stress of $-4.3$ GPa. At that distance, comparable with atomic spacings, these values show the trend of the continuum solution and are not predictions for atoms. The nonlinear correction has not been computed. Terms of relative order $\omega$ are beyond the model: merely taking wedges of $70.5^\circ$ instead of $72^\circ$ as the reference shape, at the same $R$, raises the linear energy by about $2\%$.

## 7. What the model leaves out

The changes below are relative to $W=60.9$ eV/nm, each computed with the other assumptions unchanged. They need not add.

**Core.** For $a\ll R$, equation (6) gives the relative change

$$-\frac{a^2}{R^2}\left(1+4\ln^2\frac Ra\right).$$

A free hole of radius $a=0.3$ nm lowers the energy by $1.1\%$. This indicates how little the centre contributes; it is not a calculation of the atomic core.

**Shape.** A regular pentagonal section of the same area, still isotropic, lowers $W$ by $6.0\%$.

**Cubic anisotropy.** Take $C_{11}=126.07$, $C_{12}=95.04$ and $C_{44}=46.55$ GPa, a Zener ratio of 3. The bulk modulus and the Hill average of the shear modulus equal those of the isotropic wire. With the five crystals correctly oriented in a circular section, the energy falls by $14.6\%$.

The wire now also lengthens, by $0.34\%$. To see why, let $y=[1\bar10]$ be the direction across a wedge, $x=[001]$ its bisector and $z=[110]$ the wire axis. The section averages still obey $\langle\sigma_{xx}+\sigma_{yy}\rangle=0$ and $\langle\sigma_{zz}\rangle=0$. Let $S_{ij}$ be the cubic compliances. A unit stress along $x$ strains $z$ by $S_{12}$. A unit stress along $y$ has the cube-axis components $\sigma_{11}=\sigma_{22}=\frac12$ and $\sigma_{12}=-\frac12$, and strains $z$ by $\frac12(S_{11}+S_{12})-\frac14S_{44}$. The axial strain is uniform, so it equals its section average. With $\langle\sigma_{xx}\rangle=-\langle\sigma_{yy}\rangle$ and $\langle\sigma_{zz}\rangle=0$, the difference of the two couplings remains:

$$\varepsilon_{zz}=\frac12\left(S_{11}-S_{12}-\frac{S_{44}}2\right)\langle\sigma_{yy}\rangle
=\frac12\left(\frac1{C_{11}-C_{12}}-\frac1{2C_{44}}\right)\langle\sigma_{yy}\rangle .$$

For isotropy the bracket vanishes. Here half of it is $0.0107$ GPa$^{-1}$. As an estimate, use the isotropic stresses (7) in a wedge $|\theta|<36^\circ$:

$$\langle\sigma_{yy}\rangle\approx\frac A2\,\langle\cos2\theta\rangle=\frac A2\,\frac{\sin72^\circ}{2\pi/5}=0.37\ \text{GPa}.$$

This gives a strain of about $0.39\%$, close to the full anisotropic value and of the same sign.

**Twin boundaries.** Five boundaries of length $R$, at a rough $10$ mJ/m², cost $5\times0.010\times25\times10^{-9}$ J/m $=7.8$ eV/nm, or $12.8\%$ of $W$.

**Surface stress.** Stretching the rim against a constant, isotropic surface stress $f$ costs the work

$$f\,(2\pi R)\,\frac{\omega}{4\pi}=\frac{f\omega R}2 .$$

It also squeezes the wire uniformly. In the isotropic wire that uniform strain does not couple to the disclination, because the section averages found in Section 5 are zero. For a rough $f=1$ N/m the work is $10.0$ eV/nm, or $16.4\%$ of $W$.

The last two terms grow as $R$ and $W$ grows as $R^2$. With the material values fixed, together they equal $W$ at

$$R=25\ \text{nm}\times\frac{7.80+10.02}{60.92}=7.3\ \text{nm}.$$

Below this radius, (1) is no longer the larger part of even this incomplete sum. The radius belongs to the isotropic circular wire. With the cubic constants above, the surface work rises to about $11.7$ eV/nm, the elastic energy falls, and the crossover moves to about $9$ nm. The energies of the facets themselves are also missing, so $W$ alone cannot decide whether a twinned wire is more stable than a single crystal.

**Comparison with real wires.** A real fivefold-twinned wire may be faceted, and its crystals are elastically anisotropic. In the example, replacing the circular section by a pentagon lowers $W$ by $6.0\%$, and replacing isotropy by cubic anisotropy lowers it by $14.6\%$. Both changes together lower it by about $18\%$, less than their sum. For such a wire, with a Zener ratio near 3, (1) is therefore an estimate of the elastic energy that is too high by roughly a fifth, and by less for a nearly isotropic metal; the digits of the arithmetic do not show its accuracy.

**Relief of the stress.** The result also assumes that the wire stays whole and elastic. Reopening the gap along one radial plane would release all of $W$ and create two surfaces of energy $\gamma_s$ per area. Counting only these two terms, it lowers the energy when $W>2\gamma_sR$, that is, when

$$R>\frac{32\pi(1-\nu)\gamma_s}{\mu\omega^2}.$$

This compares only the intact and the fully opened state. It contains no barrier for starting a crack. A crack that stops short of the axis can pay at a slightly smaller radius, because its last stretch would release little elastic energy but cost the full surface energy. A wire that has cracked in this way stores less elastic energy than (1). Slip is not treated here.

The numerical output below lists the inputs and the main computed values.

## Values computed for the example and the checks

```
INPUTS (rough values, soft fcc metal wire)
radius R = 25.0 nm
shear modulus mu = 30.0 GPa
Poisson ratio nu = 0.37
hollow core radius a = 0.3 nm
Zener ratio = 3.0
twin boundary energy = 10 mJ/m^2
surface stress f = 1.0 N/m
GEOMETRY
wedge angle = 70.529 deg
gap omega = 7.356 deg = 0.12839 rad
omega/(2 pi) = 2.043 %
FIELDS
stress amplitude A = 0.9730 GPa
hoop stress at rim = 0.9730 GPa
axial stress at rim = 0.3600 GPa
uniform in-plane shear A/2 = 0.4865 GPa
hoop stress changes sign at r = 9.20 nm
hoop strain at rim = 1.022 %
radial strain at r = a: -2.465 %
hoop strain at r = a: -0.843 %
radial stress at r = a: -4.304 GPa
ENERGY PER LENGTH
W = 60.92 eV/nm = 9.760 nJ/m
mean energy density = 4.971 MJ/m^3
INDEPENDENT ROUTES, ratio to formula
energy density quadrature = 1.00000000
work on the cut = 1.00000000
two-dimensional minimization = 1.00000000
NEGLECTED EFFECTS, change relative to W
cubic C11, C12, C44 = 126.1, 95.0, 46.6 GPa
cubic anisotropy: -14.6 %
axial strain with anisotropy = +0.3377 %
pentagonal section: -6.0 %
hollow core: -1.14 %
five twin boundaries = 7.80 eV/nm, +12.8 %
surface-stress work = 10.02 eV/nm, +16.4 %
R where these two together equal W = 7.31 nm
```
